The minimum electron temperature set by Dynes subgap heating

A tunnel junction between a normal metal and a superconductor can remove the hottest electrons from the metal. If the superconducting gap is taken as perfect and the superconductor as cold, the calculated cooling power stays positive at every electron temperature. The electrons then have no lowest temperature apart from outside heat leaks, and a designer would try to beat those leaks by lowering the junction resistance. Once the gap contains a few states, a junction biased near the gap edge, where it refrigerates, has a lowest temperature even without outside leaks. Current through these states heats the metal by an amount that does not vanish as the metal cools. This heating scales with resistance just as the cooling does, so a lower resistance can reduce the effect of a fixed outside leak but cannot move the limit itself.

**A first estimate**

Let Δ be the gap, R the tunnel resistance in the normal state, T the electron temperature of the metal, and V the bias. Near eV = Δ, electrons in a window of width kT can enter the superconductor above its gap, each removing energy of order kT. The density of states there is enhanced by a factor of order √(Δ/kT). The cooling power is therefore of order

(kT)² √(Δ/kT)/(e²R) = [Δ²/(e²R)] (kT/Δ)^(3/2).

Suppose that the density of states inside the gap is a fraction γ of its normal value. A leakage current of order γV/R flows, and its electrons leave holes at depths of order Δ below the metal's Fermi level. The heating is of order γΔ²/(e²R). Equating the two powers gives

kT_min ~ Δ γ^(2/3).

The resistance has cancelled. What remains is to find the prefactor and the corrections.

**Heat carried by tunnelling**

Energies E are measured from the chemical potential of the superconductor. A positive V places the Fermi level of the metal at E = eV. An electron leaving the metal at E removes heat E − eV. Lowest-order tunnelling makes the net rate proportional to

f_N(1 − f_S) − f_S(1 − f_N) = f_N − f_S,

so that the heat leaving the metal is

Q = (1/e²R) ∫ (E − eV) n(E) [f_N(E) − f_S(E)] dE,

with f_N = 1/(exp[(E − eV)/kT] + 1). The prefactor is fixed by the normal state: for n = 1 the corresponding current, (1/eR)∫(f_N − f_S)dE, equals V/R. Positive Q means cooling. The metal is assumed to keep a Fermi distribution.

The Dynes density of states is

n(E) = |Re{(E + iΓ)/√[(E + iΓ)² − Δ²]}|.

It is a phenomenological form; Γ is the smearing energy. Define

γ = Γ/Δ, t = kT/Δ, v = eV/Δ, P₀ = Δ²/(e²R).

The regime is γ ≪ t ≪ 1. At first the superconductor has zero temperature, so f_S is 1 for E < 0 and 0 for E > 0. At negative E both occupations are then nearly 1, and their difference is exponentially small for bias near the gap.

**Cooling by an unsmeared gap**

For Γ = 0 and E > Δ, n = E/√(E² − Δ²). Set

E = Δ + kTy, a = (Δ − eV)/kT.

Then E − eV = kT(y + a) and dE = kT dy. Since E² − Δ² = (E − Δ)(E + Δ) ≈ 2ΔkTy, the density of states is n ≈ √[Δ/(2kTy)]. Collecting factors,

Q = P₀ t^(3/2) c(a),

c(a) = (1/√2) ∫₀^∞ (y + a) y^(−1/2)/(e^(y+a) + 1) dy.

To evaluate this for a > 0, expand the Fermi factor as Σ(−1)^(m+1) e^(−m(y+a)), with m = 1, 2, …, and define

η_s(a) = Σ (−1)^(m+1) e^(−ma)/m^s.

The integrals needed are ∫y^(1/2)e^(−my)dy = (√π/2)m^(−3/2) and ∫y^(−1/2)e^(−my)dy = √π m^(−1/2). Hence

c(a) = √(π/2) [η_(3/2)(a)/2 + a η_(1/2)(a)].

Because dη_s/da = −η_(s−1), the derivative of the bracket is −η_(1/2)/2 + η_(1/2) − aη_(−1/2). The best bias therefore satisfies

η_(1/2)(a) = 2a η_(−1/2)(a).

Its solution is a = 0.6645, where c = 0.5942. At a much lower bias few thermal electrons reach the gap edge. At a bias above the gap, electrons from below the metal's Fermi level also leave, and each of those heats the metal.

**Heating through states in the gap**

Write g(E) = E/√(E² − Δ²), continued from above the real axis. For E > 0, n(E) = Re g(E + iΓ), and to first order g(E + iΓ) ≈ g(E) + iΓg′(E), where

g′(E) = −Δ²/(E² − Δ²)^(3/2).

Inside the gap √(E² − Δ²) = i√(Δ² − E²). Thus g is imaginary and contributes nothing to n. The cube of the root contains i³ = −i, so iΓg′ is real and positive:

n(E) = ΓΔ²/(Δ² − E²)^(3/2), 0 < E < Δ.

Take T = 0 in the metal and v < 1. Electrons with 0 < E < eV enter these states, each leaving heat eV − E behind. With x = E/Δ,

−Q = P₀γ ∫₀^v (v − x)(1 − x²)^(−3/2) dx.

The term (1 − x²)^(−3/2) is the derivative of x/√(1 − x²), and x(1 − x²)^(−3/2) is the derivative of 1/√(1 − x²). Therefore

−Q/(P₀γ) = v²/√(1 − v²) − 1/√(1 − v²) + 1 = 1 − √(1 − v²).

As v → 1 the heating tends to P₀γ. The first-order leakage current, proportional to γv/√(1 − v²), grows without limit there. The extra electrons enter close to the gap edge, however, where eV − E is small, so the heat stays finite.

The coefficient depends on the shape of the subgap density of states. If it were flat, n = γ, the heating at v = 1 would be P₀γ∫₀¹(1 − x)dx = P₀γ/2. In leading order the minimum temperature would fall by the factor (1/2)^(2/3) ≈ 0.63, with the same exponent.

**The balance at leading order**

Near the best bias,

Q = P₀(c t^(3/2) − γ).

This is positive above, and negative below, the temperature

kT_min = Δ(γ/c)^(2/3) = 1.415 Δ γ^(2/3).

With the weak-coupling gap relation of BCS theory this is T_min = 2.495 T_c γ^(2/3), where T_c is the transition temperature. At fixed γ the result is proportional to Δ. At fixed Γ it is proportional to Γ^(2/3)Δ^(1/3), a weaker dependence on the gap.

The minimum belongs to operation near the gap edge. At V = 0 there is a different flow. The density of states near E = 0 is about γ, and the two Fermi functions give

Q(V = 0) ≈ P₀γ(π²/6)(t² − t_S²), t_S = kT_S/Δ,

for a superconductor at a low temperature T_S. If T_S = 0 this cools the metal at any T, but it is ordinary heat conduction into a colder body. It reverses when the superconductor is warmer than the metal, which is the situation of interest in refrigeration.

**Thermal correction to the heating**

At finite T the previous subgap integral cannot simply be given a Fermi function. That function is nonzero at E = Δ, and (Δ − E)^(−3/2) is not integrable there. The divergence comes from expanding the density of states too early at its singular edge. The smooth function multiplying it must be used first.

Let H(E) = (E − eV)f_N(E). The first-order change of n on the whole positive axis is Re(iΓg′) = −Γ Im g′. Treat the derivative as acting under the integral and integrate by parts. The boundary terms vanish because g(0) = 0 and H(∞) = 0. The change of Q is

δQ = (Γ/e²R) ∫₀^∞ Im g(E) H′(E) dE.

Above the gap Im g = 0. Below it Im g = −E/√(Δ² − E²), whose singularity is integrable. With h(z) = z/(e^z + 1) and z = (E − eV)/kT, H = kT h(z) and H′(E) = h′(z). Hence

−δQ/(P₀γ) = ∫₀¹ x(1 − x²)^(−1/2) h′(z) dx.

Far below the Fermi level h′ → 1, and ∫₀¹x(1 − x²)^(−1/2)dx = 1. Only the departure of h′ from 1 near the gap edge remains. There put x = 1 − ty, so that z = a − y and 1 − x² ≈ 2ty. This gives

−δQ = P₀γ[1 − b(a)√t],

b(a) = (1/√2) ∫₀^∞ y^(−1/2)[1 − h′(a − y)] dy.

At a = 0.6645 one finds b = 0.9140. The corrected balance is

t^(3/2) = (γ/c)(1 − b√t).

Re-optimising the bias does not alter this order. The b term shifts the best a by an amount of order √t; since c(a) is stationary at its maximum, the resulting relative gain in cooling is of order t. Writing t₀ = (γ/c)^(2/3), the first correction is

t ≈ t₀[1 − (2b/3)√t₀].

Since √t₀ is proportional to γ^(1/3), the logarithmic derivative of this expression is

d ln t/d ln γ ≈ 2/3 − (2b/9)√t₀.

The local exponent therefore lies slightly below two-thirds and approaches it as γ decreases. The expansion in smearing is consistent at the minimum, because γ/t ≈ c√t, which is small when γ is small.

**Comparison with the full integral**

The formulas can be compared with a direct numerical evaluation of Q using the complete Dynes density of states. At t = 0.002, γ = 1e-6 and a = 0.6645, the full integral gives a subgap heating of 0.9591 P₀γ. The formula 1 − b√t also gives 0.9591.

Maximising the full Q over bias near the gap edge and finding where this maximum vanishes gives these minimum temperatures for Δ = 200 µeV. The values marked corrected solve the corrected balance t^(3/2) = (γ/c)(1 − b√t) without expanding it:

γ = 1e-3: leading 32.84 mK, corrected 30.50 mK, full 30.10 mK.
γ = 1e-4: leading 7.07 mK, corrected 6.84 mK, full 6.82 mK.
γ = 1e-5: leading 1.524 mK, corrected 1.500 mK, full 1.499 mK.

Between successive decades from γ = 1e-3 to 1e-7 the local exponent is 0.6449, 0.6578, 0.6628 and 0.6649, approaching two-thirds from below as derived. At γ = 1e-4 the leading law is about 4% above the full result. The best bias there has a = 0.736 rather than 0.6645, a shift of the kind expected from the b term.

**An aluminium junction**

Take Δ = 200 µeV and γ = 1e-4 as rough typical values for aluminium, with R = 100 kΩ. Then Δ/k = 2.3209 K, and the leading law gives

T_min = 1.415 × 2.3209 K × (1e-4)^(2/3) = 7.07 mK.

The full value is 6.82 mK. Doubling the number of quadrature points per panel leaves the digits shown unchanged. Placing the superconductor at 20 mK instead of zero also leaves it at 6.82 mK.

The powers involved are small:

P₀ = (200 µV)²/(100 kΩ) = 4.0e-13 W,
γP₀ = 4.0e-17 W.

At the minimum the bias is 199.57 µV and the current 51.2 pA. Their product, 1.02e-14 W, all enters the superconductor because the net heat leaving the metal is zero. It is about 250 times the Dynes heating, so the superconductor needs a good path for removing its excitations.

Any further heat load P adds P/P₀ to γ in the leading balance. It raises the minimum temperature by the factor

(1 + P/γP₀)^(2/3).

A stray load of only 4.0e-17 W would raise it by about 60%.

**Loads outside the junction model**

Let the metal be a copper wire 20000 nm long, 200 nm wide and 30 nm thick, with a sheet resistance of 1 Ω and a clean superconducting contact at its far end. Its volume is 0.120 µm³ and its resistance 100 Ω. Phonons at 20 mK deliver heat ΣU(T_bath⁵ − T⁵), where U is the volume and Σ is roughly 2e9 W m⁻³ K⁻⁵. This is 0.019 of γP₀. The fifth-power law is an extrapolation here: at 20 mK the thermal phonon wavelength is several micrometres, far more than the wire's thickness or the electron mean free path, and the true power may differ. A fourth- or sixth-power law matched to this one at 200 mK would make the load about ten times larger or smaller.

Two electrons can also enter the superconductor together as a pair, by Andreev tunnelling. The pair carries no heat into the condensate, so the work IV done by this current heats the metal. In a diffusive wire, repeated returns to the junction make the pair conductance of order R_L/R², where R_L is the resistance of one coherence length L = √(ħD/Δ). For a diffusion constant D = 100 cm²/s, L = 181 nm and R_L ≈ 0.9 Ω. The heating is of order P₀R_L/R, or 0.09 of γP₀. This is an order of magnitude, not a calculated coefficient; the pair amplitude is enhanced near the gap edge, so the actual load may be two or three times larger. Ordinary Joule heat in the wire adds 0.007.

Quasiparticles already in the superconductor return heat to the metal. For E > Δ their contribution to Q is −(E − eV)n f_S. The holes at −E contribute −(E + eV)n f_S. The bias cancels in the sum, and the added heating is

Q_back = (2/e²R) ∫_Δ^∞ E n(E) f_S(E) dE.

With N₀ states per energy, volume and spin, two spins and two branches give a quasiparticle density n_qp = 4N₀∫n f_S dE. Setting E ≈ Δ in the heat integral,

Q_back ≈ P₀ n_qp/(2N₀Δ).

For a thermal population, ∫n f_S dE ≈ √(πΔkT_S/2) e^(−Δ/kT_S), so Q_back ≈ P₀√(2πt_S) e^(−1/t_S). This approximation equals the Dynes heating at T_S = 257 mK; the integral without the approximation does so at a temperature about 1% lower. In terms of density, with N₀ roughly 1.7e10 eV⁻¹ µm⁻³, equality occurs at 2N₀Δγ = 680 µm⁻³.

The junction itself injects quasiparticles. Suppose one is created per electron, spread uniformly over 1000 µm³ and lost at a rate r n_qp² per volume, with r roughly 20 µm³/s. Then

n_qp = √[(I/e)/(1000 µm³ × r)] = 126 µm⁻³,

which supplies 0.19 of γP₀. Crowding near the junction would increase this figure; traps would reduce it.

The four loads sum to about 0.30 γP₀. Holding them at the values found for the bare minimum and solving the full balance again gives about 8 mK, or nearer 9 mK if the Andreev load is two or three times the estimate. With the bath at 50 mK and the other loads unchanged, the fifth-power law makes phonon heating alone 1.9 γP₀, and the minimum rises to about 15 mK. Phonons, rather than Dynes states, would then supply the largest load. This result is sensitive to the assumed law: the fourth- and sixth-power forms matched at 200 mK, with the phonon load evaluated at the resulting electron temperature, give about 28 mK and 10 mK, and with the sixth power the Dynes heating remains the largest load.

**The choice of resistance**

A lower junction resistance gives more cooling power, since P₀ scales as 1/R, but it also strengthens pair tunnelling. At fixed wire, gap and γ, the Andreev load relative to γP₀ scales as 1/R. At 1 kΩ the estimate above would become about 9 γP₀, and the leading law would put the balance above 30 mK, and so above the 20 mK bath. On this order-of-magnitude estimate, such a junction would not cool this wire below that bath. Raising R, on the other hand, makes the phonon load relatively larger. Thus R cancels from the intrinsic limit but not from the design.

Two further corrections are modest here, the second only if the electrical environment is cold. The contact's proximity effect has an energy scale ħD/ℓ², with ℓ the wire length, equivalent to 0.19 mK, well below the electron temperature. An environment of 100 Ω with a junction capacitance of 2 fF, as cold as the electrons, reduces the cooling by roughly 7%. It also reduces the heating through the gap states, by about 4%, so T_min rises by only about 2%. A warmer environment does more harm, because photons absorbed from it lift electrons from below the metal's Fermi level into the superconductor. At 20 mK the loss of cooling nearly doubles and T_min rises by about 6%; the loss grows quickly above that. Departures from a Fermi distribution in the metal have not been calculated, and they may matter: at these temperatures electrons near the gap edge may exchange energy with one another not much faster than they tunnel out. The several-millikelvin figure is therefore a limit within the Dynes model for a metal that keeps a Fermi distribution, and this junction approaches it only if outside loads are held well below 4.0e-17 W. The numerical output below lists the main values for this example.

Values computed for the example and the checks

```
cooling coefficient c: 0.5942
best bias distance a, units of kT: 0.6645
heating correction b: 0.9140
prefactor c^(-2/3), units of Delta/k: 1.415
prefactor in units of Tc (BCS gap): 2.495
subgap heating/gamma at t=0.002, full: 0.9591
subgap heating/gamma at t=0.002, formula: 0.9591
gamma, T_min (mK) leading, corrected, full [gap 200 ueV]:
  1e-03  32.8356  30.4999  30.1029
  1e-04  7.0742  6.8383  6.8185
  1e-05  1.5241  1.5004  1.4994
  1e-06  0.3284  0.3260  0.3259
  1e-07  0.0707  0.0705  0.0705
local exponents, large to small gamma: 0.6449 0.6578 0.6628 0.6649
gap: 200 ueV; Delta/k: 2.3209 K
junction resistance: 100 kohm
power scale P0: 4.000e-13 W
Dynes power gamma*P0: 4.000e-17 W
t at full minimum: 0.00294; gamma/t: 0.0340
quadrature shift, 16 to 32 nodes: -8.1e-15 mK
T_min with superconductor at bath: 6.8191 mK
best bias at minimum: 199.568 uV, a = 0.736
current at minimum: 51.23 pA
power into superconductor: 1.022e-14 W
bath: 20 mK; wire volume: 0.120 um^3
wire length, width, thickness: 20000, 200, 30 nm
sheet resistance: 1.0 ohm; wire: 100 ohm
diffusion constant: 100 cm2/s
electron-phonon constant: 2.0e+09 W m^-3 K^-5
Al density of states per spin: 1.70e+10 /(eV um^3)
recombination constant: 20 um^3/s
electrode volume: 1000 um^3
neglected loads divided by Dynes heating gamma*P0:
  electron-phonon, bath 20 mK: 0.0191
  electron-phonon, bath 50 mK: 1.875
  Andreev, order of magnitude: 0.091
  Joule heat in wire: 0.0066
  injected quasiparticles: 0.186
coherence length in wire: 181 nm
quasiparticle density: 126 /um^3
density that doubles the heating: 680 /um^3
S temperature that doubles it: 257 mK
T_min with loads, bath 20 mK: 8.18 mK
T_min with loads, bath 50 mK: 14.94 mK
proximity (Thouless) temperature: 0.191 mK
junction capacitance: 2 fF
environment correction to tunnelling, rough: 0.067
```
